# Macroscopic averaging with two windows and the potential lineup of a superlattice

## Definitions and conventions

A superlattice is stacked along $z$ from a slab of material A, with layer period $a$, and a slab of material B, with layer period $b$. The supercell has length $L=n_Aa+n_Bb$. Hartree atomic units are used throughout.

Let $\rho(z)$ be the total charge density, ions positive and electrons negative, averaged over the plane of the layers. In-plane derivatives of a periodic function average to zero, so Poisson's equation becomes one-dimensional. The electrostatic potential $\phi$ obeys $\phi''=-4\pi\rho$. The potential energy of an electron is $V=-\phi$, hence

$$V''(z)=4\pi\rho(z).$$

With $f(z)=\sum_G f_G e^{iGz}$ and $G=2\pi m/L$, two derivatives give a factor $-G^2$, so

$$V_G=-\frac{4\pi\rho_G}{G^2}\quad(G\neq0),\qquad V_0=0 .$$

The equation for $G=0$ reads $0=4\pi\rho_0$. It requires a neutral cell and leaves $V_0$ undetermined; setting $V_0=0$ is a convention.

The quantity sought is the lineup: the mean of $V$ over a bulk cell of B minus the mean over a bulk cell of A, after removal of any uniform field.

The numbers below belong to a model with round parameters. Ten A layers with $a=5$ bohr are followed by eight B layers with $b=6.2$ bohr, so $L=99.6$ bohr. Each layer is a narrow positive Gaussian sheet and a broader negative one with the same centre. Each interface also carries a weak dipole layer, and the two interfaces are mirror images unless stated otherwise. The slab centres are $z_A=25.0$ and $z_B=74.8$ bohr, and the A-to-B interface is at $z_0=50.0$ bohr.

## The naive scheme: the dipole of the raw charge

A dipole layer produces a potential step, so one might integrate the dipole of $\rho$ from a cut $c$ in A to a point in B:

$$R(c)=-4\pi\int_c^{z_B}(z-z_0)\,\rho(z)\,dz .$$

Differentiating with respect to the lower limit shows the trouble:

$$\frac{dR}{dc}=4\pi\,(c-z_0)\,\rho(c).$$

The charge density inside a slab is not zero, and the distance to the interface multiplies it. At eleven cuts spaced 0.5 bohr apart through one period of A, starting at the slab centre, $R$ already ranges from about $-4.65$ to $5.5$ hartree; its true extrema lie where $\rho(c)=0$, between these cuts, and are larger in magnitude, $-5.2$ and $6.1$ hartree. The lineup of this model is 0.083 hartree.

A symmetric cut does not cure this. At the slab centres of a mirror-symmetric superlattice $V'=0$, and $R$ is then the difference of $V$ between two points. That is a correct number, but it is not a difference of cell means. What is needed is a charge density that vanishes inside both slabs, so that the position of the cut ceases to matter.

## One window is not enough

Averaging over a window of width $a$ multiplies a plane wave by

$$\frac1a\int_{-a/2}^{a/2}e^{iGs}\,ds=\frac{e^{iGa/2}-e^{-iGa/2}}{iGa}=\frac{\sin(Ga/2)}{Ga/2}\equiv\operatorname{sinc}(Ga/2).$$

Deep in A, the potential is its cell mean plus harmonics with $G=2\pi n/a$. For these the factor is $\sin(\pi n)/(\pi n)=0$, and the cell mean remains.

In B the harmonics have $G=2\pi n/b$. Measured from a layer plane $z_p$, about which the bulk is symmetric, their coefficients $V_n$ are real and those of $\pm n$ are equal. The $a$-window therefore leaves the ripple

$$\sum_{n\ge1}2V_n\,\operatorname{sinc}\!\left(\frac{\pi n a}{b}\right)\cos\frac{2\pi n(z-z_p)}{b}.$$

It vanishes when $a$ equals $b$ or a whole multiple of $b$, and a single window whose width is a common multiple of both periods would flatten both slabs. For periods without a short common multiple, as here, a second window is needed. Here $a/b=0.806$, and the first harmonic keeps a fraction $\operatorname{sinc}(0.806\,\pi)\approx0.23$ of its amplitude. The peak-to-peak variation in B falls from 0.261 to 0.057 hartree. What is left is still about two thirds of the lineup.

## Two windows

Averaging first over $a$ and then over $b$ removes the harmonics of both materials:

$$\bar{\bar f}(z)=\frac1{ab}\int_{-a/2}^{a/2}ds\int_{-b/2}^{b/2}dt\;f(z+s+t).$$

For $f=e^{iGz}$ the integrand factorizes into $e^{iGz}e^{iGs}e^{iGt}$, and each integral is the one already done. Hence

$$\bar{\bar f}_G=f_G\,\operatorname{sinc}(Ga/2)\,\operatorname{sinc}(Gb/2).$$

The order of the windows is immaterial. At $G=0$ both factors are 1, so the filter does not change the mean over the supercell.

The zeros of this product need not lie on the reciprocal grid of the supercell. In the example $L/a=19.92$ and $L/b=16.06$, so neither $2\pi/a$ nor $2\pi/b$ is a supercell $G$. The spectrum of a finite slab is spread over neighbouring $G$, and no single coefficient could be deleted to flatten it. The filter works because multiplying the coefficients by the two factors is the same operation as the double integral, and the double integral acts locally: wherever $f$ looks periodic over the range of the windows, it returns the cell mean.

That range follows from writing $u=s+t$. The weight of a given $u$ is the length of the set of $s$ for which both $|s|\le a/2$ and $|u-s|\le b/2$. This is the overlap of two intervals of lengths $a$ and $b$ whose centres are $|u|$ apart, so

$$\bar{\bar f}(z)=\int w(u)f(z+u)\,du,\qquad w(u)=\frac{\min\left[a,\;b,\;\max\left(0,\tfrac{a+b}2-|u|\right)\right]}{ab}.$$

The kernel is a trapezoid that reaches $(a+b)/2=5.6$ bohr to either side. A plateau exists if the slab is wider than $a+b$ plus the distance over which the interface disturbs the bulk on both sides.

The example shows this limit. With one, two, three and four A layers, the plateau difference taken between slab centres is wrong by $-3\times10^{-2}$, $-1.5\times10^{-3}$, $-4\times10^{-6}$ and $1\times10^{-11}$ hartree. Relative to the lineup, the first two errors are 38% and 2%. Two layers are 10 bohr wide, less than $a+b=11.2$ bohr, so the kernel extends past the interfaces. It does so by only 0.6 bohr, at the thin ends of the trapezoid, and this part of the average gives about a quarter of the error. Sorted by source instead of position, most of the error comes from the interface dipole layers, whose positive sheets are centred 0.75 bohr inside A. Three layers exceed $a+b$, but leave 1.9 bohr between the end of the kernel and each interface, where the tails of the interface charge are still felt. These tails are short because the model charges are rigid Gaussians. In a self-consistent calculation the disturbed region can be wider, and the flatness of $\bar{\bar\rho}$ has to be inspected.

## Apply the windows in reciprocal space

A moving average over grid points looks equivalent, but it forces each window to a whole number $M$ of spacings $h$. Summing the geometric series of $M$ equally spaced phases, taken about their centre, gives the factor

$$\frac{\sin(MGh/2)}{M\sin(Gh/2)},$$

whose first zero belongs to the period $Mh$, not $a$. For even $M$ the centre lies between grid points, so the grid average also shifts the result by $h/2$. In the example $a/h=25.70$ is rounded to 26, which suits a period of 5.06 bohr. With both windows rounded, a ripple of $7\times10^{-4}$ hartree remains in A, about 0.8% of the lineup. The sinc factors accept any width, and with them the ripple is at rounding level, about $10^{-15}$ hartree.

In numpy, `np.sinc(x)` means $\sin(\pi x)/(\pi x)$, so its argument must be $Ga/2\pi$. It also returns 1 at $G=0$ without special treatment. With `rho` sampled at `N` points, `N` even, the core of the scheme is:

```
g     = 2*np.pi*np.arange(N//2 + 1)/L
rho_g = np.fft.rfft(rho)/N
rho_f = rho_g*np.sinc(g*a/(2*np.pi))*np.sinc(g*b/(2*np.pi))
v_f   = np.zeros_like(rho_f)
v_f[1:] = -4*np.pi*rho_f[1:]/g[1:]**2
```

The series can then be evaluated at any $z$, so the end points of later integrals need not be grid points.

## The lineup from the filtered dipole

The filter and the factor $-G^2$ are both multiplications in reciprocal space, so they commute, and $\bar{\bar V}''=4\pi\bar{\bar\rho}$. Choose $z_A$ and $z_B$ in the regions where $\bar{\bar\rho}=0$, and call the slope there $g_A$ or $g_B$. One integration gives

$$\bar{\bar V}'(z)=g_A+4\pi\int_{z_A}^{z}\bar{\bar\rho}(z')\,dz'.$$

Integrate again from $z_A$ to $z_B$. In the double integral a given $z'$ contributes for all $z$ between $z'$ and $z_B$, a length $z_B-z'$. Therefore

$$\bar{\bar V}(z_B)-\bar{\bar V}(z_A)=g_A(z_B-z_A)+4\pi\int_{z_A}^{z_B}(z_B-z')\,\bar{\bar\rho}(z')\,dz'.$$

If the interface carries no net charge, $\int\bar{\bar\rho}\,dz=0$. The term with $z_B$ then drops out, and the first integration gives $g_B=g_A\equiv g$. What remains is

$$\bar{\bar V}(z_B)-\bar{\bar V}(z_A)=g(z_B-z_A)+D,\qquad D=-4\pi\int_{z_A}^{z_B}z\,\bar{\bar\rho}(z)\,dz .$$

$D$ is the lineup. Moving a cut within a flat region adds nothing to the integral, and neutrality makes it independent of the origin of $z$. The sign is as it should be: negative charge displaced towards B gives a negative dipole and $D>0$, so an electron has the higher energy in B.

If the two interfaces are mirror images, $\bar{\bar V}$ is even about each slab centre. Then $g=0$, and $D$ is the difference of the plateaus. In the example the plateaus are $-0.04146$ and $0.04180$ hartree, with difference 0.08326 hartree. The filtered charge has a dipole per unit area of $-0.006626$ e/bohr, and $-4\pi\times(-0.006626)=0.08326$ hartree, or 2.27 eV.

## What the dipole contains

The model permits a check that uses no filter. Let $v(z)$ be the potential of one isolated layer with charge density $\rho_1$, centred at $z=0$. The layer is neutral and symmetric, so $v$ vanishes on both sides. Multiply $v''=4\pi\rho_1$ by $z^2$ and integrate by parts twice. The boundary terms vanish, and

$$2\int v\,dz=4\pi\int z^2\rho_1\,dz\equiv4\pi Q\quad\Rightarrow\quad\int v\,dz=2\pi Q .$$

In a periodic stack, the integral over one cell of the sum of all layer potentials equals the integral of one $v$ over all $z$. The cell mean is therefore $2\pi Q_A/a$ in A and $2\pi Q_B/b$ in B, measured from the same zero. An added neutral interface layer of dipole $p$ per area contributes a step $-4\pi p$, by the formula for $D$ applied to a localized charge. Together,

$$D=2\pi\left(\frac{Q_B}{b}-\frac{Q_A}{a}\right)-4\pi p .$$

For an ionic sheet charge $\sigma$ with Gaussian widths $w_i$ (ions) and $w_e$ (electrons), $Q=\sigma(w_i^2-w_e^2)$. This gives

- $Q_A=0.10\,(0.5^2-1.2^2)=-0.1190$ e,
- $Q_B=0.06\,(0.5^2-1.4^2)=-0.1026$ e.

The first part of $D$ is $2\pi(-0.01655+0.02380)=0.04556$ hartree. The interface layer has sheets of $\pm0.002$ e/bohr² separated by 1.5 bohr, with the negative one on the B side. Thus $p=-0.0030$ e/bohr, and its part is 0.03770 hartree. The sum is 0.08326 hartree, as before.

More than half of this lineup would exist without any charge transfer between the slabs. The dipole of $\bar{\bar\rho}$ must not be read as transferred charge times distance. The split into two parts also depends on assigning the charge to symmetric layers, whereas $D$ itself was derived without such an assignment.

## What setting $V_0=0$ discards

A real-space sum over sheets has its own zero of potential. Take the charge of one supercell, placed so that it has no net charge and no dipole. Its potential vanishes outside it, and the argument just used gives the supercell mean

$$\frac{2\pi}{L}\int z^2\rho_{\rm cell}\,dz=-0.1081\ \text{hartree}.$$

The plane-wave potential lacks this constant. The real-space cell means are $-0.14954$ and $-0.06628$ hartree, both lower than the plateaus by 0.1081 hartree, and their difference is again 0.08326 hartree.

The constant is not a property of the bulk. Suppose the neutral layer at the B-to-A interface, with dipole $p_2$, is assigned to the other end of the cell, a shift by $-L$. The integral changes by $-2Lp_2$ and the constant by $-4\pi p_2$, although the periodic charge is the same. Absolute plateau values therefore carry no information here, while their difference does.

## Unequal interfaces

Let $D_1$ be the step from A to B and $D_2$ the step from B to the next A. After one supercell $\bar{\bar V}$ must return to its value, so

$$gL+D_1+D_2=0 .$$

Unless the steps cancel, a field remains. The even kernel leaves a linear function unchanged, so the ramp survives the filter. The slab centres are $L/2$ apart, and the plain difference between them is

$$D_1+g\frac L2=D_1-\frac{D_1+D_2}2=\frac{D_1-D_2}2 .$$

This is the average of the two A-to-B lineups $D_1$ and $-D_2$, and in general it belongs to neither interface.

Removing the dipole layer from the second interface gives $D_1=0.08326$ and $D_2=-0.04556$ hartree. The slope is $-0.03770/99.6=-3.785\times10^{-4}$ hartree/bohr, and the plain difference is 0.0644 hartree, 23% below $D_1$. The filtered dipole, integrated across each interface separately, still gives both steps.

The model charges do not respond to this field. In a self-consistent calculation the slabs polarize. With no free charge at the interfaces the displacement field is continuous. For linear slabs with no difference in spontaneous or piezoelectric polarization this reads $\epsilon_Ag_A=\epsilon_Bg_B$, so nonzero slopes are equal only if the permittivities are. Otherwise each interface carries a net polarization charge $\pm(g_B-g_A)/4\pi$, the case of the next section. Periodicity then reads $g_An_Aa+g_Bn_Bb+D_1+D_2=0$ with the steps read at the nominal interface planes, and these steps can differ from the zero-field lineups, because the field also polarizes the interface region.

## When no lineup is defined

If an interface carries a net charge $\eta$ per area, the first integration gives $g_B-g_A=4\pi\eta$. The two straight lines are no longer parallel, and their separation depends on where it is read. Moving the origin of the dipole integral by $\delta$ changes it by $4\pi\eta\delta$. For $\eta=0.001$ e/bohr² and $\delta=1$ bohr the change is 0.0126 hartree, 15% of the lineup found above. The integral of $\bar{\bar\rho}$ across the interface should therefore be examined before its first moment is used.

## The resulting procedure

1. Sample the planar average of the total charge, transform it, and multiply by both sinc factors.
2. Confirm that $\bar{\bar\rho}$ vanishes in the middle of both slabs. If it does not, look first for a slab that is too thin or a wrong period; unevenly spaced layers or space charge inside a slab have the same effect.
3. Confirm that $\int\bar{\bar\rho}\,dz=0$ across the interface.
4. Compute $D$ from the first moment.
5. Compare $D$ with the plateau difference. A discrepancy $g(z_B-z_A)$ reveals a field.

The numerical check tests the filter against the double integral, and the lineup against real-space cell means and the closed form.

To obtain a band offset, add to $D$ the difference of the bulk band edges, each measured from the cell mean of the same electrostatic potential in the same strained bulk cell. The same ionic charge shape must be used throughout: broadening the ionic Gaussians changes $Q_A$ and $Q_B$, and shifts $D$ by $2\pi(\sigma_B/b-\sigma_A/a)\,\Delta(w_i^2)$, which vanishes only if the mean ionic charge densities of the two slabs are equal.

## Computed values

```
periods a, b = 5.0, 6.2 bohr; layers 10, 8
cell length L = 99.6 bohr; grid points 512
grid spacing = 0.19453 bohr
L/a = 19.920, L/b = 16.065 (not integers)
ionic sheet charge A, B = 0.1, 0.06 e/bohr^2
widths ion, electron A, electron B = 0.5, 1.2, 1.4 bohr
interface sheets: charge 0.002 e/bohr^2
interface sheets: separation 1.5, width 0.8 bohr
slab centres zA, zB = 25.0, 74.8 bohr
interface plane = 50.0 bohr; kernel reach 5.6 bohr
Q_A, Q_B = -0.1190, -0.1026 e
explicit interface dipole p = -0.0030 e/bohr
dipole of filtered charge = -0.006626 e/bohr
largest |filtered charge| = 5.201e-04 e/bohr^3
plateau A, B = -0.041464, 0.041798 hartree
constant discarded at G=0 = -0.108076 hartree
real-space cell mean A, B = -0.149540, -0.066277 hartree
bulk quadrupole part of lineup = 0.045563 hartree
interface dipole part of lineup = 0.037699 hartree
lineup, filtered dipole = 0.083262 hartree
lineup, plateau difference = 0.083262 hartree
lineup, real-space cell means = 0.083262 hartree
lineup, closed form = 0.083262 hartree
lineup in eV = 2.2657 eV
sinc filter vs double integral, max diff = 6e-14 hartree
raw-charge 'lineup', moved cut: min -4.647 hartree
raw-charge 'lineup', moved cut: max 5.501 hartree
peak-to-peak V in B, unfiltered = 0.26081 hartree
peak-to-peak V in B, a-window only = 0.05701 hartree
peak-to-peak V in B, both windows = 7e-16 hartree
a/h, b/h = 25.703, 31.871; rounded to 26, 32
peak-to-peak V in A, rounded windows = 6.57e-04 hartree
peak-to-peak V in A, sinc windows = 2e-15 hartree
lineup error with 1 A layers = -3.14e-02 hartree
lineup error with 2 A layers = -1.50e-03 hartree
lineup error with 3 A layers = -3.91e-06 hartree
lineup error with 4 A layers = 9.95e-12 hartree
unequal interfaces: slope = -3.7851e-04 hartree/bohr
unequal: lineup A to B = 0.083262 hartree
unequal: lineup B to A = -0.045563 hartree
unequal: plain centre difference = 0.064413 hartree
charged interface: eta = 0.001 e/bohr^2
charged: slope jump = 0.012566 hartree/bohr
charged: lineup change per 1 bohr shift = 0.012566 hartree
```
